# Brinkman conductance minimum of a trapezoidal tunnel barrier with unequal interface heights, part 2

A tunnel barrier of thickness \(d\) has heights \(\phi_1,\phi_2\) at electrodes 1 and 2, each above the Fermi level of its own electrode. We seek the bias at which its differential conductance \(G=dJ/dV\) is smallest, where \(J\) is the current density. Define \(\phi=(\phi_1+\phi_2)/2\), \(\Delta=\phi_2-\phi_1\) and \(v=eV\), with \(e>0\) and \(v>0\) when electrode 2 is positive.

Energies are measured from the mean of the two Fermi levels, which lie at \(\pm v/2\). The barrier is \(\phi+y\), with \(y=\delta(s-\tfrac12)\), \(s=x/d\) and tilt \(\delta=\Delta-v\), so \(\langle y^2\rangle=\delta^2/12\). With \(a=\sqrt{2m}/\hbar\) and \(S=2ad\sqrt\phi\), the soft-interface model (WKB, unit prefactor) gives the transmission at normal energy \(E\):

\[
D(E;\delta)=e^{-S_\delta(E)},\qquad
S_\delta(E)=2ad\int_0^1\!\sqrt{\phi-E+\delta(s-\tfrac12)}\;ds
\]

\[
S_\delta(0)=S\left(1-\frac{\delta^2}{96\phi^2}-\frac{\delta^4}{2048\,\phi^4}-\dots\right)
\]

The current, with \(C=em/(2\pi^2\hbar^3)\), is

\[
J=C\int_{-v/2}^{v/2}F(t;\delta)\,dt,\qquad
F(t;\delta)=\int_{-\infty}^{t}D(E;\delta)\,dE .
\]

Write \(F(0;\delta)=F_0(1+c\,\delta^2+\dots)\). To first order in \(\Delta\),

\[
\frac{G(V)}{G(0)}=1-4c\Delta\,v+\left(3c+\frac{F''}{8F}\right)v^2+\dots
\]

Here primes on \(F\) are derivatives in \(t\), and \(F''/F\) is taken at \(t=\delta=0\); this is the supply term. At leading order for \(S\gg1\), the "simple" result is

\[
\frac{G(V)}{G(0)}=1-\frac{S\Delta}{24\phi^2}\,v+\frac{S^2}{32\phi^2}\,v^2+\dots,\qquad
v_{\min}=\frac{2\Delta}{3S}.
\]

The example is an aluminium–aluminium oxide–aluminium junction with \(\phi_1=1.6\) eV, \(\phi_2=2.4\) eV and \(d=2\) nm. Thus \(\phi=2.0\) eV, \(\Delta=0.8\) eV and, with the free-electron mass, \(a=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}\) and \(S=28.98\). The simple formula gives \(V_{\min}=18.4\) mV, but full integration of the same model gives 16.8 mV. With \(S\) near 29, an error of three or four per cent might be expected. Where does 10 per cent come from?

**A:** From electrons below the Fermi level, which the leading order treats crudely. The energy integrals can be done in closed form. For the flat barrier put \(E=\phi(1-y^2)\), so that \(dE=-2\phi y\,dy\) and \(S_0(E)=Sy\). Then

\[
F_0=2\phi\int_1^\infty y\,e^{-Sy}dy=2\phi\,e^{-S}\left(\frac1S+\frac1{S^2}\right)=\frac{2\phi(S+1)}{S^2}\,e^{-S}.
\]

Since \(F''=(S/2\phi)e^{-S}\) at \(t=0\),

\[
\frac{F''}{F}=\frac{S^3}{4\phi^2(S+1)}.
\]

For \(c\), an electron at energy \(E\) sees the mean height \(\phi-E=\phi y^2\). Its exponent is \(Sy\,[1-\delta^2/(96\phi^2y^4)]\), so the tilt multiplies its transmission by \(1+S\delta^2/(96\phi^2y^3)\). Therefore

\[
cF_0=\int_1^\infty\frac{S}{96\phi^2y^3}\,e^{-Sy}\,2\phi y\,dy=\frac{S}{48\phi}E_2(S),\qquad
E_2(S)=\int_1^\infty\frac{e^{-Sy}}{y^2}dy .
\]

Dividing by \(F_0\) and writing \(g=S\,e^{S}E_2(S)\),

\[
c=\frac{S^2g}{96\phi^2(S+1)} .
\]

The quadratic coefficient becomes

\[
3c+\frac{F''}{8F}=\frac{S^2g}{32\phi^2(S+1)}+\frac{S^3}{32\phi^2(S+1)}=\frac{S^2(S+g)}{32\phi^2(S+1)},
\]

and the minimum is at

\[
v_{\min}=\frac{4c\Delta}{2(3c+F''/8F)}=\frac{S^2g\Delta}{24\phi^2(S+1)}\cdot\frac{16\phi^2(S+1)}{S^2(S+g)}=\frac{2\Delta}{3}\,\frac{g}{S+g}.
\]

**Q:** And the size of the correction?

**A:** Integrating \(E_2\) by parts gives \(E_2=e^{-S}(1/S-2/S^2+\dots)\), so \(g=1-2/S+\dots\) and

\[
v_{\min}=\frac{2\Delta}{3S}\left(1-\frac3S+\dots\right).
\]

In \(c\), a factor \(1-2/S\) comes from \(g\) and another \(1-1/S\) from \(S/(S+1)\). The quadratic coefficient has no \(1/S\) correction, because the retained \(3c\) cancels that of \(F''/F\). Hence the three. For the junction, \(3/S\) is 10 per cent. The closed form gives 16.7 mV, against 16.8 mV from the full integral at \(\Delta/\phi=0.4\).

Two tests separate the orders. At \(\Delta=0.04\) eV, with \(\phi\) and \(d\) unchanged, the integral and the closed form both give 0.8354 mV. At \(S=200\), the integral gives 0.9853 times the simple displacement, and \(1-3/200\) is 0.985.

**Q:** Over what bias range may I trust the parabola?

**A:** At leading order and for \(\Delta=0\), \(F(t)\propto e^{St/(2\phi)}\), and integration over the window gives

\[
J\propto\frac{4\phi}{S}\sinh\frac{Sv}{4\phi},\qquad \frac{G}{G(0)}=\cosh\frac{Sv}{4\phi}.
\]

The parabola is the start of this cosh, so \(|v|\) must stay below \(4\phi/S\), here 0.28 eV. The full integral and the parabola with the simple coefficients compare as follows:

| bias (V) | full \(G/G(0)\) | parabola |
|---|---|---|
| −0.3 | 1.777 | 1.663 |
| −0.1 | 1.0907 | 1.0898 |
| +0.1 | 1.0439 | 1.0415 |
| +0.3 | 1.570 | 1.518 |

At 0.1 V the error is at most about 0.2 per cent of the full value. At 0.3 V it is 6 per cent on the negative side and 3 per cent on the positive side. A parabola fitted out to 0.3 V would absorb these higher terms into its coefficients.

**Q:** Now the prefactor. A metal-oxide interface may be sharp on the atomic scale. You set the prefactor to one.

**A:** For an abrupt step, match the waves. Let \(k_1,k_2\) be the normal wavenumbers in the electrodes and \(\kappa_1,\kappa_2\) the decay constants just inside the barrier ends. At the first interface, a wave of unit amplitude with reflection \(r\) meets a decaying wave of amplitude \(A_1\):

\[
1+r=A_1,\quad ik_1(1-r)=-\kappa_1A_1\;\Rightarrow\;A_1=\frac{2k_1}{k_1+i\kappa_1}.
\]

Crossing the barrier multiplies the amplitude by \(\sqrt{\kappa_1/\kappa_2}\,e^{-S_\delta/2}\), the WKB factor. At the second interface a decaying amplitude \(A_2\) and a reflected growing wave \(R\) join an outgoing wave \(\tau\):

\[
A_2+R=\tau,\quad -\kappa_2(A_2-R)=ik_2\tau\;\Rightarrow\;\tau=\frac{2\kappa_2A_2}{\kappa_2-ik_2}.
\]

The transmission is the flux ratio \((k_2/k_1)|\tau|^2\):

\[
D=\frac{16\,k_1\kappa_1\kappa_2k_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)}\;e^{-S_\delta}.
\]

**Q:** Which of these factors depends on the bias?

**A:** Give both electrodes the Fermi energy \(E_F\), measured from the band bottom. At \(E=0\),

\[
\frac{k_{1}^2}{a^2}=E_F-\frac v2,\quad \frac{k_{2}^2}{a^2}=E_F+\frac v2,\quad
\frac{\kappa_1^2}{a^2}=\phi_1+\frac v2,\quad \frac{\kappa_2^2}{a^2}=\phi_2-\frac v2 .
\]

The bias cancels in each sum \(k^2+\kappa^2\). The product \(k_1k_2\) is even in \(v\). What remains is

\[
\ln\frac{\kappa_1\kappa_2}{a^2}=\frac12\ln\left(\phi^2-\frac{\delta^2}{4}\right)\simeq\ln\phi-\frac{\delta^2}{8\phi^2}.
\]

With \(\delta=\Delta-v\), its linear part is \(+\Delta v/(4\phi^2)\). A factor \(1+\lambda v\) in \(F\) makes \(J\propto v+\lambda v^2\) and \(G\propto1+2\lambda v\). The linear coefficient of the conductance therefore gains \(+\Delta/(2\phi^2)\), opposite in sign to the main term. The ratio of the two magnitudes is

\[
\frac{\Delta/(2\phi^2)}{S\Delta/(24\phi^2)}=\frac{12}{S}.
\]

**Q:** For your junction that is 41 per cent. It is hardly a correction.

**A:** It is not a small one. I solved the abrupt barrier with Airy functions, which are the solutions for a linear potential, and took the difference between its linear coefficient and that of the soft barrier. At \(\phi=2\) eV and \(\Delta=0.2\) eV this difference, in units of \(\Delta/(2\phi^2)\), is 0.909 at \(S=80\) and 0.954 at \(S=160\). The shortfall halves when \(S\) doubles, as a \(1/S\) correction should. Extrapolation on that basis gives 1.000, which confirms the added term in the thick limit.

For real thicknesses one needs the full calculation. With the heights fixed at 1.6 and 2.4 eV, and \(E_F=11.65\) eV from three free electrons per aluminium atom and a lattice constant of 0.405 nm, the minima are:

| \(d\) (nm) | \(S\) | soft (mV) | abrupt (mV) |
|---|---|---|---|
| 0.5 | 7.2 | 53.2 | 11.0 |
| 0.7 | 10.1 | 41.2 | 15.6 |
| 1.0 | 14.5 | 30.8 | 16.2 |
| 2.0 | 29.0 | 16.8 | 12.3 |
| 4.0 | 58.0 | 8.8 | 7.6 |

**Q:** For \(S<12\) your ratio exceeds one, so the minimum should change sides. The table shows no such thing.

**A:** It does not. The estimate \(12/S\) is the first term of an expansion in \(1/S\) and cannot be used there. In the full calculation the displacement keeps its sign at all five thicknesses; it reverses only in still thinner barriers, between 0.4 and 0.3 nm, where the model no longer describes a real junction. But the abrupt values no longer follow \(1/d\): they rise as the barrier is thinned from 4 to 1 nm and are smaller again at 0.7 and 0.5 nm. At 1 nm, abrupt interfaces reduce the displacement to about half its soft-interface value.

**Q:** What if the electrodes are different metals?

**A:** Then \(k_1k_2\) is no longer even in \(v\). With Fermi energies \(E_{F1}\) and \(E_{F2}\), its logarithm has the linear part \(\tfrac14(1/E_{F2}-1/E_{F1})v\), and the linear coefficient of \(G\) gains \(\tfrac12(1/E_{F2}-1/E_{F1})\). This shifts the minimum even at \(\Delta=0\). With abrupt interfaces, a displaced minimum does not by itself prove unequal heights.

**Q:** You have also used a free-electron decay law deep inside the gap of an oxide.

**A:** That can be relaxed. Let \(S(w)\) be the exponent of a flat barrier of height \(w\) above the electron energy. Averaging over the tilted barrier gives \(S_\delta=S(\phi)+\delta^2S''(\phi)/24\), since \(\langle y^2\rangle/2=\delta^2/24\). At leading order \(c=-S''/24\) and \(F''/F=S'^2\), so

\[
\frac{G}{G(0)}=1+\frac{S''\Delta}{6}v+\frac{S'^2}{8}v^2,\qquad v_{\min}=-\frac{2\Delta}{3}\frac{S''}{S'^2}.
\]

For \(S\propto\sqrt w\) one has \(S'=S/(2\phi)\) and \(S''=-S/(4\phi^2)\), which restores \(2\Delta/(3S)\).

A two-band insulator with gap \(E_g\) has \(S=2ad\,k(w)\) with \(k^2=w(1-w/E_g)\). Differentiating \(k^2\) once and twice gives \(k'=(1-2w/E_g)/(2k)\) and \(k''=-(1/E_g+k'^2)/k\). For \(w=2\) eV and a round gap of 8 eV, in powers of eV, \(k=1.225\), \(k'=0.204\) and \(k''=-0.136\). With \(2ad=20.49\),

\[
V_{\min}=\frac{2\times0.8}{3}\times\frac{0.136}{0.0417\times20.49}\ \mathrm V\simeq85\ \mathrm{mV}.
\]

**Q:** That is more than four times your first answer, for the same heights and thickness.

**A:** At leading order, yes. Towards midgap the decay constant levels off, \(S'\) becomes small, and the supply term that holds the minimum near zero weakens. At midgap \(S'=0\) and the leading formula breaks down. The formula was tested at \(d=40\) nm and \(\Delta=0.1\) eV, where the integral over normal energy, cut about 1 eV below the Fermi level, gives 0.994 times its value. The cut is needed: beyond midgap \(k(w)\) falls again and at \(w=6\) eV it is back at its value for 2 eV, so an uncut integral over normal energy would be dominated by deep levels. At 2 nm the 85 mV shows the trend and is not an accurate value: the corrections are of relative order \(|S''|/S'^2\), which is 0.16 here. Treating the decay as a function of the normal energy alone is justified for two bands only at leading order, where electrons with small transverse momentum dominate. A low normal energy inside the bias window means a large transverse energy \(\varepsilon\), which makes the decay faster. Taking \(w\) from the total energy and \(\kappa^2=a^2[w(1-w/E_g)+\varepsilon]\) removes the need for a cut. The integral then gives 0.985 times the formula at 40 nm, and 65 mV at 2 nm, which is 23 per cent below the leading value and about three and a half times the first answer.

**Q:** What, then, can you say about a real aluminium oxide junction?

**A:** The heights and the thickness are rough values. The soft-interface model gives a zero-bias conductance of \(6\times10^{-4}\ \mathrm{S/cm^2}\). Thinning the barrier by half a nanometre lowers \(S\) by 7.2 and raises this conductance more than a thousandfold. The built-in field \(\Delta/(ed)\) is 4 MV/cm, below a breakdown field of very roughly 10 MV/cm. At 0.7 and 0.5 nm the same heights would need 11 and 16 MV/cm, so those rows of the table show how the model behaves and do not describe ordinary junctions. Real oxides break the assumption of uniform thickness, and thin spots can carry most of the current. If 1 nm spots dominated, the soft-interface displacement would be 31 mV instead of 17 mV. A barrier mass of 0.4 free-electron masses, used in the exponent alone, changes the simple value from 18 to 29 mV.

**Q:** And the image force and temperature?

**A:** At mid-barrier, an electron sees image charges of alternating sign at distances \(d,2d,3d,\dots\) on both sides. Its energy is lowered by \(e^2\ln2/(4\pi\varepsilon_0\varepsilon_r d)\), which is 0.17 eV for a fast dielectric constant \(\varepsilon_r=3\). If the whole barrier sank by this amount at fixed \(\Delta\) and \(d\), the simple \(V_{\min}\) would rise by the factor \(\sqrt{2.00/1.834}=1.04\). The image force also narrows and rounds the barrier near the interfaces. That is not included, so this factor does not give the whole effect, and even the direction of the total shift is left open.

Temperature matters little here. Thermal smearing averages \(F(t)\) over a few \(k_BT\). While \(F\propto e^{St/(2\phi)}\), this multiplies the current by a factor that does not depend on bias, so the minimum stays where it is. The exponent is not exactly linear in energy, and its slope also changes with the tilt. Together these leave a small remainder: at 300 K the soft-interface minimum is at 16.85 mV, against 16.78 mV at zero temperature.

**Q:** Then I may not read \(\Delta\) from a measured displacement with the simple formula?

**A:** Only in a limit that is of little practical use. \(S\) must be large compared with 12, the electrodes must have similar Fermi energies, and the barrier must be uniform, close to a trapezoid, and nearly parabolic in its decay law at the tunnelling energy. But the conductance falls roughly as \(e^{-S}/S\). At \(S=60\), with the same mean height, the soft-interface model leaves only about \(10^{-17}\ \mathrm{S/cm^2}\), far too little to measure. In a junction that conducts measurably, the simple formula gives a rough scale, and the heights have to come from a fuller calculation that includes the interfaces. For the 2 nm junction, the abrupt-interface minimum at 12.3 mV would be read as \(\Delta=\tfrac32\times28.98\times0.0123=0.53\) eV, although the calculation was made with 0.8 eV. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
barrier heights phi1, phi2: 1.60, 2.40 eV
mean phi, difference Delta: 2.00, 0.80 eV
thickness d: 2.00 nm
a = sqrt(2m)/hbar: 5.1232 1/(nm eV^0.5)
exponent S of mean barrier: 28.981 (no unit)
Al lattice constant (rough): 0.405 nm
Al free-electron Fermi energy: 11.65 eV
exponent test, ratio to delta^2 law: 1.00047
zero-bias conductance, soft: 6.260e-04 S/cm2
linear coeff., simple: -0.2415 1/eV
linear coeff., closed form: -0.2188 1/eV
linear coeff., full integral: -0.2219 1/eV
quadratic coeff., simple: 6.5617 1/eV^2
quadratic coeff., closed form: 6.5480 1/eV^2
quadratic coeff., full integral: 6.6381 1/eV^2
V_min, simple formula: 18.40 mV
V_min, closed form: 16.71 mV
V_min, full integral: 16.78 mV
weak asymmetry Delta: 0.040 eV
  V_min integral, closed: 0.8354, 0.8354 mV
S = 200: V_min integral/simple: 0.9853
G/G(0) at -0.3 V: full 1.7774, parabola 1.6630
G/G(0) at -0.1 V: full 1.0907, parabola 1.0898
G/G(0) at +0.1 V: full 1.0439, parabola 1.0415
G/G(0) at +0.3 V: full 1.5703, parabola 1.5181
abrupt linear term / (Delta/2phi^2), S=80: 0.9086
  same, S=160: 0.9542; extrapolated: 0.9998
abrupt share 12/S in example: 0.414
d=0.5 nm, S=7.25: V_min soft 53.15, abrupt 10.95 mV
d=0.7 nm, S=10.14: V_min soft 41.15, abrupt 15.55 mV
d=1.0 nm, S=14.49: V_min soft 30.79, abrupt 16.20 mV
d=2.0 nm, S=28.98: V_min soft 16.78, abrupt 12.32 mV
d=4.0 nm, S=57.96: V_min soft 8.80, abrupt 7.55 mV
V_min at 300 K, soft: 16.85 mV
V_min, barrier mass 0.4 m_e, simple: 29.10 mV
two-band test (d=40 nm), integral/formula: 0.9941
V_min, two-band, gap 8 eV, leading: 85.0 mV
image lowering at mid-barrier, eps 3: 0.166 eV
built-in field Delta/(e d): 4.00 MV/cm
```
